# No-Go Theorem for the Dicke Superradiant Transition

## Part II. The bound, the photon number and an example

The cavity has bare frequency \(\omega_c\), and the atoms have transition frequencies \(\omega_n\), the lowest coupled one being \(\omega_1\). The strengths \(\varphi_n\) have the sum \(S\le1\), with \(S=1\) for all levels. The density enters through \(\omega_p^2=NZq^2/(\varepsilon_0m\mathcal V)\), and the squared term of the field is \(\hbar D(a+a^\dagger)^2\) with \(D=\omega_p^2/(4\omega_c)\). Part I showed that, to leading order in \(1/N\), the squared polariton frequencies are the eigenvalues of the matrix \(M\) with \(M_{00}=\omega_c^2+\omega_p^2\), \(M_{nn}=\omega_n^2\) and \(M_{0n}=\omega_p\omega_n\sqrt{\varphi_n}\). For finitely many levels they are positive if and only if \(s=\omega_c^2+\omega_p^2(1-S)>0\).

### Lemma 5: one root below the first transition

**Lemma 5.** For \(S\le1\) and \(\omega_p>0\), the lowest eigenvalue \(y=\Omega_-^2\) of \(M\) is the single zero in \(0<y<\omega_1^2\) of

\[
F(y)=\omega_c^2+\omega_p^2(1-S)-y-\omega_p^2\,y\sum_n\frac{\varphi_n}{\omega_n^2-y}. \tag{10}
\]

*Proof.* Let \(v\) be an eigenvector with eigenvalue \(y<\omega_1^2\). The matter rows of \(Mv=yv\) give

\[
v_n=-\frac{\omega_p\omega_n\sqrt{\varphi_n}}{\omega_n^2-y}\,v_0 .
\]

If \(v_0\) were zero, the whole vector would vanish, so \(v_0\ne0\). Insert \(v_n\) in the photon row and divide by \(v_0\):

\[
\omega_c^2+\omega_p^2-y-\omega_p^2\sum_n\frac{\varphi_n\omega_n^2}{\omega_n^2-y}=0. \tag{11}
\]

The identity \(\omega_n^2/(\omega_n^2-y)=1+y/(\omega_n^2-y)\) turns the left side into \(F(y)\). From (11),

\[
F'(y)=-1-\omega_p^2\sum_n\frac{\varphi_n\omega_n^2}{(\omega_n^2-y)^2}<0 .
\]

For \(y\le0\), (10) gives \(F(y)\ge F(0)=s>0\), so there is no zero there. As \(y\) approaches \(\omega_1^2\) from below, the first term of the sum drives \(F\) to \(-\infty\), because \(\varphi_1>0\). A continuous, strictly decreasing function with these end values has one zero in the interval. At this zero, \(v_0=1\) and the \(v_n\) above satisfy all rows of \(Mv=yv\), so it is an eigenvalue, and no other eigenvalue lies below \(\omega_1^2\). ∎

With all levels kept, \(S=1\), and the condition \(F=0\) reads

\[
\Omega^2\,\varepsilon(\Omega)=\omega_c^2,\qquad
\varepsilon(\Omega)=1+\omega_p^2\sum_n\frac{\varphi_n}{\omega_n^2-\Omega^2}. \tag{12}
\]

This is the resonance condition of a cavity filled with a medium of dielectric function \(\varepsilon\). A zero frequency would need an infinite static dielectric constant. Independent atoms with \(\omega_1>0\) do not have one at finite density, since \(\varepsilon(0)\le1+\omega_p^2/\omega_1^2\).

### Proof of Theorem 1

Compare the real spectrum with a fictitious one in which the whole strength sits at \(\omega_1\). Its function is

\[
F_1(y)=\omega_c^2-y-\frac{\omega_p^2y}{\omega_1^2-y}.
\]

For \(0<y<\omega_1^2\), every \(\omega_n\ge\omega_1\) gives \(1/(\omega_n^2-y)\le1/(\omega_1^2-y)\). Together with \(S\le1\),

\[
F(y)-F_1(y)=\omega_p^2(1-S)+\omega_p^2y\left[\frac{1}{\omega_1^2-y}-\sum_n\frac{\varphi_n}{\omega_n^2-y}\right]\ge0 .
\]

Let \(\nu_-^2\) be the zero of \(F_1\) in the interval. Below it \(F_1>0\), hence \(F>0\), and \(F\) cannot vanish there. Therefore \(\Omega_-\ge\nu_-\).

Multiplying \(F_1=0\) by \(\omega_1^2-y\) gives

\[
(\omega_c^2-y)(\omega_1^2-y)-\omega_p^2y
=y^2-(\omega_c^2+\omega_1^2+\omega_p^2)\,y+\omega_c^2\omega_1^2=0 .
\]

Its two roots \(\nu_\pm^2\) have the product \(\omega_c^2\omega_1^2\) and the sum \(\omega_c^2+\omega_1^2+\omega_p^2\). Both are positive, so \(\nu_+^2\) is smaller than the sum. Consequently

\[
\Omega_-^2\ge\nu_-^2=\frac{\omega_c^2\omega_1^2}{\nu_+^2}>\frac{\omega_c^2\omega_1^2}{\omega_c^2+\omega_1^2+\omega_p^2}.\qquad∎
\]

The inequality was tested on 300 random spectra of five transitions with \(S\le1\). The smallest ratio of frequency to bound was 1.03.

### Remarks: limits and broken assumptions

*High density, all levels.* On \((0,\omega_1)\) the function \(\varepsilon\) increases, so (12) gives \(\Omega_-\le\omega_c/\sqrt{\varepsilon(0)}\). This upper bound tends to zero as \(\omega_p\to\infty\). Since also

\[
\varepsilon(0)\le\varepsilon(\Omega_-)\le\frac{\varepsilon(0)}{1-\Omega_-^2/\omega_1^2},
\]

the ratio of \(\Omega_-\) to \(\omega_c/\sqrt{\varepsilon(0)}\) tends to one. The mode slows down although its static stiffness remains \(\omega_c^2\). In \(\Omega^2\varepsilon(0)\approx\omega_c^2\), the factor \(\varepsilon(0)\) plays the part of an inertia that grows with the density. A falling frequency is therefore not by itself the sign of an approaching transition.

*High density, two levels.* If only \(\omega_1\) is kept, with \(\varphi_1<1\), the determinant of \(M\) is

\[
\Omega_-^2\Omega_+^2=\omega_1^2\left[\omega_c^2+\omega_p^2(1-\varphi_1)\right].
\]

The trace is \(\omega_c^2+\omega_p^2+\omega_1^2\), and \(\Omega_-^2<\omega_1^2\), so \(\Omega_+^2/\omega_p^2\to1\). The lower branch then levels off at \(\omega_1\sqrt{1-\varphi_1}\). The complete spectrum has no such plateau. It arises because the truncation in the form with \(p-qA\) keeps the whole squared term but only part of the matter response that offsets it. Two levels kept in the dipole form, described after Theorem 2, give (12) with its first term only and show no plateau.

*No squared term.* Setting \(D=0\) with unchanged couplings removes \(\omega_p^2\) from \(M_{00}\), and \(s\) becomes \(\omega_c^2-\omega_p^2S\). For two levels it vanishes at \(\omega_p=\omega_c/\sqrt{\varphi_1}\). Equation (6) then gives \(g_1^2=\omega_p^2\omega_1\varphi_1/(4\omega_c)=\omega_c\omega_1/4\), the Dicke threshold \(g_1=\sqrt{\omega_c\omega_1}/2\). For the electrons considered here this threshold is spurious.

*A renormalized cavity frequency.* The squared term can be absorbed in \(\tilde\omega_c=\sqrt{\omega_c^2+\omega_p^2}\), after which no such term is visible. With two levels, stability requires \(M_{01}^2<M_{00}M_{11}\), that is \(\omega_p^2\varphi_1<\tilde\omega_c^2\), which still holds. The false threshold returns if \(\tilde\omega_c\) is held fixed while the density in the coupling is raised.

*Too much oscillator strength.* By (8), a model with the squared term becomes unstable when \(S>1+\omega_c^2/\omega_p^2\). The random spectra tested this boundary as well: with \(S\) two per cent below it the lowest squared frequency was positive, and two per cent above it negative. The sum rule is thus an essential assumption of the theorem.

### Theorem 2: no macroscopic photon number

A positive frequency shows that the normal state is locally stable. It does not exclude a distant state of lower energy with a macroscopic photon number, reached by a discontinuous transition. The next result does so at zero temperature, for any \(N\) and without the boson approximation.

**Theorem 2.** Keep all matter states, and let the potential energy \(W\) be any function of the electron positions, including Coulomb forces between atoms. Assume that the matter alone has a bound ground state, and that the coupled system has a ground state. In the latter,

\[
\langle a^\dagger a\rangle\le\frac{D}{\omega_c}=\frac{\omega_p^2}{4\omega_c^2}. \tag{13}
\]

*Proof.* Write \(H=\hbar\omega_ca^\dagger a+K(A)\), where \(K(A)\) contains the kinetic energies with \(p-qA\) and the potential \(W\). Let \(X_{\rm tot}\) be the sum of all electron positions along the polarization, and define

\[
U=\exp\left(\frac{iqAX_{\rm tot}}{\hbar}\right).
\]

For each electron \(UpU^\dagger=p-qA\). The operator \(U\) commutes with \(W\) and with \(A\), so \(K(A)=UK(0)U^\dagger\). A unitary transformation does not change the lowest energy \(E_{\rm m}\) of \(K(0)\). Hence \(K(A)\ge E_{\rm m}\), and

\[
H\ge E_{\rm m}+\hbar\omega_ca^\dagger a . \tag{14}
\]

For an upper bound, take as trial state the photon vacuum times the matter ground state. The linear coupling has zero expectation value because \(\langle a+a^\dagger\rangle=0\), and \(\langle(a+a^\dagger)^2\rangle=1\). The ground energy \(E_{\rm g}\) of \(H\) therefore satisfies \(E_{\rm g}\le E_{\rm m}+\hbar D\). The expectation value of (14) in the ground state of \(H\) gives

\[
\hbar\omega_c\langle a^\dagger a\rangle\le E_{\rm g}-E_{\rm m}\le\hbar D.\qquad∎
\]

At fixed density the right side of (13) does not grow with \(N\), so \(\langle a^\dagger a\rangle/N\to0\). Since \(|\langle a\rangle|^2\le\langle a^\dagger a\rangle\), a static coherent amplitude of order \(\sqrt N\) is excluded too. The reason is that a constant uniform vector potential can be removed from the matter by a phase of the wave function. The atoms gain no energy from it, while the photons cost \(\hbar\omega_c\) each.

*Remark on the dipole form.* With \(\lambda=qA_0/\hbar\), the commutator \([a^\dagger,a]=-1\) gives \(U^\dagger aU=a+i\lambda X_{\rm tot}\). The same Hamiltonian can thus be written as

\[
U^\dagger HU=K(0)+\hbar\omega_c(a^\dagger-i\lambda X_{\rm tot})(a+i\lambda X_{\rm tot}).
\]

The product is nonnegative, being an operator times its adjoint. Multiplied out, it contains \(\hbar\omega_c\lambda^2X_{\rm tot}^2\), and dropping this term destroys the guarantee. If the levels are truncated in this form, one can replace \(X_{\rm tot}\) by its truncated matrix in both factors. The product then stays nonnegative and the energy remains bounded below by \(E_{\rm m}\). In this form the bound (13) applies to the product, not to \(a^\dagger a\) alone. At fixed density \(\lambda\propto1/\sqrt N\), so if \(\langle X_{\rm tot}\rangle\) is of order \(N\), then \(\langle a\rangle\approx-i\lambda\langle X_{\rm tot}\rangle\) is of order \(\sqrt N\). This amplitude records the static polarization of the matter and depends on the origin chosen for \(X_{\rm tot}\). In the double well below, \(\langle x\rangle=-0.59\,\ell\) gives \(|\langle a\rangle|^2\approx0.35\,N\) at \(\omega_p=1\,u\).

### A tilted double well

Take one electron per atom, so \(Z=1\), moving along the polarization in

\[
V(x)=\frac{x^4}{4}-x^2+\frac{x}{10},\qquad \hbar=m=1 .
\]

Lengths are in a unit \(\ell\) and frequencies in \(u=\hbar/(m\ell^2)\). The cavity has \(\omega_c=0.5\,u\). Diagonalization gives \(\omega_1=0.4028\,u\) and \(\varphi_1=0.7142\). The next two strengths are 0.1067 and 0.1716, which brings the sum to 0.9925. Thirty transitions exhaust the sum rule to the printed accuracy.

At \(\omega_p=1\,u\), Theorem 1 gives

\[
\Omega_->\frac{0.5\times0.4028}{\sqrt{0.2500+0.1622+1}}\,u=\frac{0.2014}{1.1884}\,u=0.1695\,u .
\]

The computed frequency with all levels is \(0.1922\,u\). For two levels, the trace and determinant of \(M\) are

\[
T=1.25+0.1622=1.4122,\qquad
\Delta=0.1622\,(0.25+0.2858)=0.0869,
\]

in units of \(u^2\) and \(u^4\). The smaller eigenvalue \((T-\sqrt{T^2-4\Delta})/2=0.0645\) gives \(\Omega_-=0.254\,u\). This is 32 per cent above the all-level value. The two-level model is stable too, but truncated in the form with \(p-qA\) it does not give the frequency at this density. Its stability alone would not prove that of the full spectrum, because further levels lower the smallest eigenvalue of \(M\); the proof rests on the sum rule. Two levels kept in the dipole form do much better: (12) with its first term only gives \(0.193\,u\).

Without the squared term the two-level model becomes unstable at

\[
\omega_p=\frac{0.5}{\sqrt{0.7142}}\,u=0.592\,u .
\]

At \(\omega_p=1\,u\) its lowest squared frequency is \(-0.137\,u^2\). This is the situation of the opening paragraph, and restoring \(D\) removes it.

At \(\omega_p=8\,u\) the all-level frequency has fallen to \(0.029\,u\), while the two-level value, \(0.216\,u\), is close to its plateau \(0.4028\sqrt{1-0.7142}\,u=0.215\,u\).

A static field shows the origin of the difference. For \(qA=1\) in units of \(\hbar/\ell\), the ground energy computed with all levels changes by less than \(10^{-8}\,\hbar u\). With two levels, (2) and (3) give \(|P_{10}|^2=\omega_1\varphi_1/2=0.1438\), and the shift is

\[
\frac12+\frac{\omega_1}{2}-\frac12\sqrt{\omega_1^2+4|P_{10}|^2}
=0.5+0.2014-0.4294=0.272
\]

in units of \(\hbar u\). The truncated atom resists a field that the complete atom can remove by a phase.

The boson reduction was tested with three levels per atom at \(\omega_p=1\,u\), by diagonalizing symmetric states with at most 16 excited atoms and 24 photon states. The gap rises from \(0.2294\,u\) for 40 atoms to \(0.2340\,u\) for 160. A quadratic extrapolation in \(1/N\) gives \(0.2355\,u\), in agreement with the boson theory to the digits quoted.

For two atoms with twelve levels each and \(\omega_p=2\,u\), the mean photon number is 0.57, against the upper bound \(D/\omega_c=2/0.5=4\). The ground energy lies \(0.543\,\hbar u\) above that of the uncoupled atoms, between \(\hbar\omega_c\langle a^\dagger a\rangle=0.284\,\hbar u\) and \(\hbar D=2\,\hbar u\), as the proof requires.

For \(\ell=1\) nm and the free-electron mass, \(\hbar u=76.2\) meV. At \(\omega_p=1\,u\) the density is \(4.2\times10^{18}\ \mathrm{cm^{-3}}\), and the all-level polariton lies at 14.6 meV, above the bound of 12.9 meV. Dipole forces are not negligible at this density. For two atoms at the distance \((N/\mathcal V)^{-1/3}\) their scale is

\[
\frac{q^2|X_{10}|^2}{4\pi\varepsilon_0}\frac{N}{\mathcal V}
=\frac{\hbar\omega_p^2\varphi_1}{8\pi\omega_1}\approx0.07\,\hbar u ,
\]

or 18 per cent of \(\hbar\omega_1\) for a single pair. Summed over all neighbours the effect is larger. For point dipoles on a cubic lattice, polarized along a thin slab, the local field is \(P/(3\varepsilon_0)\), and in mean field the independent-atom state loses stability when \([\varepsilon(0)-1]/3\) reaches one. Here \(\varepsilon(0)-1=4.47\,\omega_p^2/u^2\), so this happens near \(\omega_p=0.82\,u\), below the density just quoted. The example therefore illustrates the model and does not predict the spectrum of a material.

### Where the theorems stop

Each restriction can be traced to a step of the proofs.

- A vector potential that varies over the matter cannot in general be removed by a phase, because it carries a magnetic field. Coupling of that field to spins or orbital currents is outside both theorems.
- Coulomb forces can make the matter itself unstable, for instance towards a static polarization. Theorem 2 then still limits \(a^\dagger a\) in the form with \(p-qA\), though not in the dipole form, and it does not prevent the change in the matter.
- A nonlocal potential does not commute with \(X\). Lemma 1 and the transformation in Theorem 2 then fail. Introducing the field into the nonlocal part as well can restore \(K(A)=UK(0)U^\dagger\), and with it (14), but the squared term and the upper bound on the ground energy must then be derived anew.
- Driven or engineered systems may realize a Dicke Hamiltonian whose \(g\) and \(D\) are independent. Equation (6) does not bind them, and condition (8) must be replaced by positivity of their own quadratic form.

When a calculation within the assumptions gives an unstable mode, the first checks are therefore \(D=\omega_p^2/(4\omega_c)\) and \(S\le1\). If both hold, the quadratic form (9) is positive, and the fault lies elsewhere in the calculation. The numerical output below lists the values at the other densities.

## Values computed for the example and the checks

```
Frequency unit u = hbar/(m l^2), energy unit hbar*u, hbar = m = 1
cavity frequency wc = 0.500 u
atomic ground energy = -0.331138 hbar*u
transition 0->1: w = 0.402793 u, phi = 0.714224
transition 0->2: w = 1.556621 u, phi = 0.106665
transition 0->3: w = 2.791230 u, phi = 0.171603
sum of phi over 30 transitions = 1.000000000
static field, charge*A = 1.0 hbar/l:
  ground shift below 1e-8 hbar*u, all levels: True
  ground shift, two levels = 0.271975 hbar*u
Lower polariton (u); last column: squared frequency without A^2 (u^2)
wp (u) | all levels | two levels | lower bound | two levels, no A^2
  0.5  | 0.281137 | 0.302244 | 0.247482 | 0.030352
  1.0  | 0.192204 | 0.253962 | 0.169472 | -0.137103
  2.0  | 0.110919 | 0.227672 | 0.095879 | -0.476106
  4.0  | 0.058125 | 0.218657 | 0.049713 | -1.156215
  8.0  | 0.029437 | 0.216175 | 0.025094 | -2.517490
spurious critical wp, two levels without A^2 = 0.591634 u
wp = 100 u: all levels 0.002365 u, wc/sqrt(eps(0)) = 0.002365 u
wp = 100 u: two levels 0.215331 u, plateau 0.215325 u
300 random spectra: smallest frequency/bound = 1.0300
three-level atoms, wp = 1 u, N = 40: gap = 0.229411 u
three-level atoms, wp = 1 u, N = 80: gap = 0.232448 u
three-level atoms, wp = 1 u, N = 160: gap = 0.233987 u
extrapolated gap = 0.235540 u, boson theory = 0.235538 u
two atoms, wp = 2 u: D = 2.000 u
  ground energy above uncoupled atoms = 0.542600 hbar*u
  mean photon number = 0.568978, upper bound D/wc = 4.000
for l = 1 nm: hbar*u = 76.200 meV
  density at wp = 1 u: 4.211e+18 cm^-3
  lower polariton at wp = 1 u, all levels: 14.646 meV
  lower bound at wp = 1 u: 12.914 meV
```
